\section*{Do straight etched sidewalls prove zero lateral reactivity?}

\section*{Question}

I etch trenches in a plasma that supplies vertical ions, a neutral etchant and a film-forming inhibitor. After the residual film is stripped, the sidewalls are vertical in cross-section, from the mask edge to the floor. A colleague concludes that the etchant does not react with the sidewall at all, since any lateral etching would act longest at the top and leave a slope.

Is that conclusion sound? Could inhibitor deposition cancel a finite lateral etch rate exactly, even when that rate changes during the run? If so, is it enough to match the two rates on average, and what measurement would reveal the hidden reactivity?

\section*{Answer}

The conclusion is not sound. Your colleague's argument about exposure time is correct for a bare wall, but it leaves out what the etchant consumes when inhibitor is present. To see what a straight wall does prove, one has to follow the film and the substrate separately.

\subsection*{The model}

Let the floor advance at speed $v(t)>0$ for $0<t<T$. The wall at depth $z$ is created at time $t_z$, when the floor passes it. I assume that the ions are vertical and do not strike the wall, that the floor keeps the width of the mask opening, and that each new piece of wall starts bare, in line with the mask edge. The rates are uniform over depth, and the recess is small compared with the opening.

Let $h$ be the inhibitor thickness and $u$ the recess of the substrate, positive into the wall. Inhibitor arrives at rate $D(t)\ge 0$. The lateral etchant removes a complete film at rate $k(t)\ge0$ and bare substrate at rate $Sk(t)$, with $S$ constant. All these rates are thicknesses per unit time. A finite $Sk$ is what lateral reactivity means here.

Inhibitor is taken to cover bare sites first, and a thickness $h_0$ completes the protecting layer. The covered fraction is then $\theta=\min(h/h_0,1)$. Etchant landing on the covered fraction removes film; the rest removes substrate:
\begin{equation}
\frac{dh}{dt}=D-k\theta,\qquad
\frac{du}{dt}=Sk(1-\theta).
\label{eq:model}
\end{equation}
Without inhibitor $\theta=0$, and integration from $t_z$ to $T$ gives
\begin{equation}
u=S\,[K(T)-K(t_z)],\qquad K(t)=\int_0^t k(t')\,dt'.
\label{eq:bare}
\end{equation}
This is your colleague's slope: the top is exposed longest and recedes furthest.

\subsection*{The film budget}

Write $k\theta=k-k(1-\theta)$ in the first equation of \eqref{eq:model}, and use the second to replace $k(1-\theta)$:
\begin{equation}
\frac{dh}{dt}=D-k+k(1-\theta)=D-k+\frac1S\frac{du}{dt}.
\end{equation}
Define the accumulated deficit of inhibitor since exposure,
\begin{equation}
F(t)=\int_{t_z}^{t}[k(t')-D(t')]\,dt'.
\end{equation}
Since $h=u=0$ at $t_z$, integration gives
\begin{equation}
\frac{u(t)}{S}=h(t)+F(t).
\label{eq:budget}
\end{equation}
Two properties turn this budget into a prediction. First, $h\ge0$: at $h=0$ the removal term vanishes, and $D\ge0$ cannot drive $h$ negative. Second, $u$ never decreases, because inhibitor does not put substrate back.

For any earlier time $s$ with $t_z\le s\le t$, these properties give
\begin{equation}
\frac{u(t)}S\ge\frac{u(s)}S=h(s)+F(s)\ge F(s).
\end{equation}
Hence $u(t)/S$ is at least the largest value of $F$ reached so far. For an upper bound, let $s_*$ be the last time up to $t$ at which $h\le h_0$. Such a time exists because the wall starts bare. After $s_*$ the film is complete and no substrate is lost, so
\begin{equation}
\frac{u(t)}S=\frac{u(s_*)}S=h(s_*)+F(s_*)
\le h_0+\max_{t_z\le s\le t}F(s).
\end{equation}
Together,
\begin{equation}
0\le u(t)-S\max_{t_z\le s\le t}F(s)\le Sh_0 .
\label{eq:bound}
\end{equation}
The bound holds for any schedules $k(t)$ and $D(t)$ in this model. When the protecting layer is thin, $h_0\to0$, it leaves
\begin{equation}
u(z,T)=S\max_{t_z\le s\le T}\int_{t_z}^{s}[k(t)-D(t)]\,dt .
\label{eq:thin}
\end{equation}
The maximum is never negative, since the integral is zero at $s=t_z$. It records the worst deficit in the wall's history, not the deficit at the end. A later surplus can rebuild film but cannot repair the wall.

\subsection*{What a straight wall proves}

By straight I mean vertical, with $u$ the same at every depth down to the floor. A tilted plane does not qualify. In the thin-layer limit, the newest wall has $t_z=T$ and therefore $u=0$. If $u$ is the same everywhere, it is zero everywhere. Equation \eqref{eq:thin} then requires
\begin{equation}
\int_{t_z}^{s}[k(t)-D(t)]\,dt\le0
\quad\text{for all }0\le t_z\le s\le T .
\end{equation}
Because the floor never pauses, every instant is the exposure time of some depth. The inequality must therefore hold on every interval, however short, and this means
\begin{equation}
D(t)\ge k(t)\quad\text{at almost all times}.
\label{eq:criterion}
\end{equation}
Conversely, if \eqref{eq:criterion} holds, no such integral is positive and $u=0$ at every depth. In the thin-layer limit the straight wall thus establishes an inequality between two rates. Zero reactivity, $k=0$, satisfies it, but so does any finite $k$ with enough inhibitor. For $h_0>0$, new wall loses some substrate before it is covered whenever $k>0$ and $D$ is finite; by \eqref{eq:bound}, $D\ge k$ then gives $0\le u\le Sh_0$, a wall that is straight to within $Sh_0$ rather than exactly.

The film left on the wall follows from \eqref{eq:budget} with $u=0$:
\begin{equation}
h(z,T)=\int_{t_z}^{T}[D(t)-k(t)]\,dt .
\end{equation}
With $D\ge k$, this vanishes at every depth if and only if $D=k$ at almost all times. That is exact cancellation: deposition follows the changing removal rate, and neither recess nor film accumulates. What cancels is the gain and loss of film. Etchant keeps reacting at the wall, but it consumes inhibitor in place of substrate.

\subsection*{Tracking with a protecting layer of finite thickness}

A real layer has $h_0>0$, and new wall is briefly unprotected. Suppose the supply follows the demand with a constant fractional shortfall, $D=(1-\varepsilon)k$ and $0\le\varepsilon\le1$. Use the removal capacity since exposure, $\kappa=K(t)-K(t_z)$, as the clock. Whenever $k=0$, the supply is zero too, and neither $h$ nor $\kappa$ changes. At all other times $d\kappa=k\,dt$ with $k>0$, and dividing the film equation by $k$ gives
\begin{equation}
\frac{dh}{d\kappa}=1-\varepsilon-\frac{h}{h_0},
\qquad
h=(1-\varepsilon)h_0\left(1-e^{-\kappa/h_0}\right).
\end{equation}
This $h$ never exceeds $h_0$, so using $\theta=h/h_0$ was consistent. The deficit is $F=\varepsilon\kappa$, and \eqref{eq:budget} becomes
\begin{equation}
u=S\left[\varepsilon\kappa+(1-\varepsilon)h_0
\left(1-e^{-\kappa/h_0}\right)\right].
\label{eq:short}
\end{equation}
For $\varepsilon=1$ this is the bare wall \eqref{eq:bare}. For $\varepsilon=0$, every wall with $\kappa\gg h_0$ has lost the same skin, $Sh_0$. The older wall is straight up to an exponentially small term, with a curved foot at the floor where the layer is still forming. The foot disappears in the thin-layer limit, and only in that limit does a tracking supply give exact cancellation all the way down to the floor.

As an example, take round model parameters: $T=60$ s, $v=5$ nm/s, $S=2$, $h_0=0.30$ nm and
\begin{equation}
k(t)=k_0\left[1+m\sin\frac{2\pi t}{P}\right],
\end{equation}
with $k_0=0.50$ nm/s, $m=0.60$ and $P=20$ s. The trench is 300 nm deep. Three whole periods give $K(T)=0.50\times60=30$ nm. Without inhibitor the top recedes by $2\times30=60$ nm, and the mean wall angle from vertical is $\arctan(60/300)=11.3^\circ$.

With $D=k$ the top recedes by $2\times0.30=0.60$ nm. Of the 30 nm of inhibitor that arrives there, 29.7 nm is removed and 0.30 nm remains. From the top to a depth of 250 nm the recess varies by only $2\times10^{-5}$ nm. Such a figure describes the continuum equations; on a real wall, atomic roughness would hide it. The foot, measured up to the point where 99\% of the skin has been lost, is 21 nm high. It would be $v h_0\ln(100)/k_0\approx14$ nm if $k$ had its mean value, but $k$ is below its mean during the last half-period, so the layer forms more slowly.

\subsection*{Why matching the averages is not enough}

Now hold the supply constant at the correct mean, $D=k_0$. From the start of the run the deficit is
\begin{equation}
\Phi(t)=\int_0^t k_0m\sin\frac{2\pi t'}{P}\,dt'
=A\left[1-\cos\frac{2\pi t}{P}\right],
\qquad A=\frac{k_0mP}{2\pi}.
\end{equation}
It returns to zero after each period, yet reaches $2A$ at 10, 30 and 50 s. A wall exposed at $t_z\le50$ s still has one of these maxima ahead of it or is exposed at one. Since $F(s)=\Phi(s)-\Phi(t_z)$, equation \eqref{eq:thin} gives
\begin{equation}
u=S[2A-\Phi(t_z)]=SA\left[1+\cos\frac{2\pi t_z}{P}\right].
\end{equation}
For $t_z>50$ s, $\Phi$ only falls until the end of the run, and $u=0$.

The wall is scalloped with a spacing of $vP=100$ nm. At a depth of 100 nm ($t_z=20$ s) the thin-layer recess is $2SA=3.82$ nm; at 50 nm ($t_z=10$ s) it is zero. With $h_0=0.30$ nm the two values become 4.41 and 0.59 nm. Both increases lie within the bound $Sh_0=0.60$ nm, and the scallops survive almost unchanged. Wall exposed at the start of a high-$k$ interval has no reserve to draw on, and the surplus that follows comes too late.

The order of events matters for the same reason. Consider wall already exposed and bare when five cycles begin. Each cycle has a 2 s deposition pulse and a 2 s etch pulse, both with a dose of 2 nm. If deposition comes first, $F$ runs between $-2$ nm and 0, and the thin-layer recess is zero. If etching comes first, $F$ runs between 0 and 2 nm, and the recess is $2\times2=4$ nm. In the thin-layer limit that loss occurs in the first etch pulse; each later pulse meets the film deposited before it. For the finite layer the results after five cycles are 0.44 and 4.41 nm. There each etch pulse thins the film below $h_0$ and removes a little substrate, so the recess keeps creeping up with further cycles, within the limits 0.60 and 4.60 nm set by \eqref{eq:bound}.

Deposition first does not rescue a floor that advances during the etch pulses. Wall created then is bare while $D=0<k$, so \eqref{eq:criterion} is violated and scallops return.

How much this matters in practice depends on the period. In the sinusoidal example the thin-layer scallop depth $2SA$ is proportional to $P$. At $P=0.2$ s it would be only 0.04 nm, too shallow to see in a cross-section. Matching the averages over such short periods gives a wall that looks straight, although the cancellation is not exact.

\subsection*{A surplus protects old wall, not new wall}

Let $D=k+0.10$ nm/s, except that the supply fails from 30 to 32 s while the floor keeps moving. The removal capacity during the gap is 0.818 nm. Wall exposed at 30 s, at a depth of 150 nm, has no reserve and recedes by $2\times0.818\approx1.64$ nm in the thin-layer limit. Older wall has a reserve of $0.10\,(30-t_z)$ nm, with $t_z$ in seconds. This covers the gap if $t_z\le21.8$ s, that is, above a depth of about 109 nm. The result is a local notch between about 109 and 160 nm, deepest at 150 nm.

With the finite layer, the recess at 150 nm is 1.95 nm, against 0.38 nm without the gap. At the top it is 0.39 nm in both cases: the film there stays thicker than $h_0$ throughout the gap. The price of this security is 5.2 nm of film at the top when the run ends. The model lets such film grow without shadowing the ions. Once it narrows the ion-struck floor, the assumption of a fixed floor width fails, and even a perfectly protected substrate can acquire a taper.

\subsection*{What the wall angle measures}

Return to the proportional shortfall \eqref{eq:short}, and compare two old walls exposed a whole number of periods apart, by $\Delta t$. Their exponentials are negligible and their skins cancel. The difference in recess is $S\varepsilon k_0\Delta t$ and the difference in depth is $v\Delta t$, so the angle $\alpha$ from vertical obeys
\begin{equation}
\tan\alpha=\frac{S\varepsilon k_0}{v}
=\frac{S\,\langle k-D\rangle}{v},
\label{eq:angle}
\end{equation}
where the brackets denote an average over whole periods. For $\varepsilon=0.02$ the recess is 1.788 nm at the top and 0.988 nm at a depth of 200 nm. The slope is $0.800/200=0.004$, or $0.23^\circ$. If the mean $k$ is raised tenfold to 5 nm/s and $\varepsilon$ is lowered to 0.002, the difference $\langle k-D\rangle$ is still 0.01 nm/s and the angle is the same. For a steady shortfall of this kind and a known $v$, an angle therefore gives the product $S\langle k-D\rangle$, and the rate difference itself only if $S$ is known. It places no upper limit on $k$.

\subsection*{How to reveal the reactivity}

Stop the floor at time $T$, for instance on a layer that does not etch, and then switch off the inhibitor while the lateral etchant continues for a time $\tau$. Suppose that $D=k$ held until then. The deficit is zero at $T$ for every depth and afterwards grows to
\begin{equation}
K_\tau=\int_T^{T+\tau}k(t)\,dt .
\end{equation}
The film starts with $h\le h_0$ and obeys $dh/dt=-kh/h_0$, so at the end $h\le h_0e^{-K_\tau/h_0}$. Equation \eqref{eq:budget} gives
\begin{equation}
u=S(K_\tau+h)\simeq SK_\tau\qquad(K_\tau\gg h_0)
\end{equation}
at every depth. For $\tau=5$ s, $K_\tau=3.455$ nm and the recess is 6.91 nm, uniform to within $10^{-5}$ nm. Even the foot has gone, because new wall has less film to lose and starts receding sooner. The wall is still straight, although it has plainly been etched sideways. This does not contradict \eqref{eq:criterion}, whose proof used a floor that advances until the end; here all depths share the final exposure.

The total recess divided by $\tau$ is $6.91/5=1.38$ nm/s, the mean bare-substrate rate during the test. It exceeds the run average $Sk_0=1.0$ nm/s because these five seconds fall in a high-$k$ part of the modulation. With $D=k$ before the switch-off, this estimate requires the recess to be measured from the mask edge. Old wall had already lost 0.60 nm, so its movement after switch-off is 6.31 nm, which would give 1.26 nm/s. The remaining film delays the attack.

That delay also limits the test. If the run ended with a thick reserve, a short switch-off may only thin the film on old wall. Lack of movement there shows only that $K_\tau$ was no larger than the film thickness at $T$. Wall near the floor, with little reserve, recedes first. To measure the rate at a given depth, keep the inhibitor off until the film there is much thinner than $h_0$, and then compare the recess after two different durations. Below $h_0$ the film decays exponentially and never quite vanishes. By \eqref{eq:budget}, the extra recess divided by the extra time $\Delta\tau$ falls short of the mean bare-substrate rate in that interval by at most $Sh/\Delta\tau$, with $h$ the film left at the first duration. This holds even if $D$ and $k$ were not matched before.

This is the rate under the conditions of the test. In a real plasma, reaching a stop layer or removing the inhibitor gas can change the supply of lateral etchant. An insulating stop layer can also charge and deflect ions onto the foot of the wall, which the model excludes, and inhibitor that comes from etch products or from the mask cannot be switched off independently. The result describes the earlier run only to the extent that $k$ is unaffected by these changes.

\subsection*{Where cancellation becomes harder}

In a deep trench, etchant and inhibitor may reach different depths with different efficiency. The budget \eqref{eq:budget} still holds at each depth with the local rates, but \eqref{eq:criterion} no longer follows. In the thin-layer limit, zero recess requires only that the accumulated deficit since exposure never becomes positive at any depth, so film laid down early may be consumed later. Cancellation with no film at any time needs $D(z,t)=k(z,t)$ on all exposed wall. Adjusting the supply in time multiplies $D$ by a common factor at all depths. It can achieve this only if the ratio $D/k$ is already uniform over the exposed wall at each instant. Otherwise one must accept surplus film at some depths, at least for part of the run, to avoid recess at others.

For your trench, to the extent that the model's assumptions hold (no ions on the wall, fixed floor width, a film that blocks the etchant once complete), the straight wall supports the statement that, while the floor advanced, the accumulated inhibitor supply at each depth kept up with its removal closely enough to leave no visible slope or scallops. Shortfalls too brief or too small to show in the cross-section remain possible. Whether the removal rate was zero or large is a separate question, which the switch-off test can answer. The numerical output below lists the main values for the worked examples.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Etch time: 60.0 s
Floor speed: 5.00 nm/s
Trench depth: 300.0 nm
Mean film removal rate k: 0.50 nm/s
Relative modulation of k: 0.60 (dimensionless)
Modulation period: 20.0 s
Substrate/film rate ratio S: 2.00 (dimensionless)
Protecting layer h0: 0.30 nm
Film removal capacity over full etch: 30.000 nm
No inhibitor: recess at top: 60.000 nm
No inhibitor: mean wall angle from vertical: 11.310 degree
Tracking D=k: recess at top: 0.6000 nm
Tracking D=k: recess spread, depth 0-250 nm: 0.000020 nm
Tracking D=k: film left at top: 0.3000 nm
Tracking D=k: inhibitor removed at top: 29.700 nm
Tracking D=k: foot height to 99% of skin loss: 20.98 nm
Constant D: supply rate: 0.50 nm/s
Constant D: scallop spacing: 100.0 nm
Constant D: thin-layer recess at depth 100 nm: 3.820 nm
Constant D: thin-layer recess at depth 50 nm: 0.000 nm
Constant D: finite-layer recess at depth 100 nm: 4.409 nm
Constant D: finite-layer recess at depth 50 nm: 0.591 nm
Largest finite-layer excess recess, h0=0.30 nm: 0.5944 nm
Largest finite-layer excess recess, h0=0.10 nm: 0.1993 nm
Largest finite-layer excess recess, h0=0.03 nm: 0.0599 nm
Shortfall: fraction epsilon: 0.020 (dimensionless)
Shortfall: recess at top: 1.788 nm
Shortfall: recess at depth 200 nm: 0.988 nm
Shortfall: wall angle: 0.2292 degree
Tenfold k: mean k: 5.00 nm/s
Tenfold k: fraction epsilon: 0.0020 (dimensionless)
Tenfold k: wall angle: 0.2292 degree
Gap case: excess supply D-k: 0.10 nm/s
Gap case: supply off from: 30.0 s
Gap case: supply off until: 32.0 s
Gap case: film removal capacity in gap: 0.818 nm
Gap case: thin-layer recess at depth 150 nm: 1.635 nm
Gap case: finite-layer recess at depth 150 nm: 1.953 nm
Gap case: finite-layer recess at top: 0.393 nm
No gap: finite-layer recess at depth 150 nm: 0.375 nm
No gap: finite-layer recess at top: 0.393 nm
Gap case: film left at top: 5.179 nm
Pulses: number of cycles: 5 (count)
Pulses: length of each half-cycle: 2.0 s
Pulses: dose per half-cycle: 2.00 nm
Pulses, deposit first: thin-layer recess: 0.000 nm
Pulses, deposit first: finite-layer recess: 0.439 nm
Pulses, etch first: thin-layer recess: 4.000 nm
Pulses, etch first: finite-layer recess: 4.413 nm
Switch-off test: duration: 5.0 s
Switch-off test: film removal capacity: 3.455 nm
Switch-off test: recess at top: 6.910 nm
Switch-off test: recess spread, all depths: 0.000006 nm
Switch-off test: inferred mean substrate rate: 1.382 nm/s
\end{verbatim}
